# Heller's Thawed Gaussian and the Breathing of a Squeezed Packet

## Problem

A particle of mass $m$ moves in one dimension in a smooth real potential $V(x)$. Atomic units are used in the algebra, so $\hbar=1$; dots are time derivatives and primes are derivatives with respect to $x$. The particle is described by the trial packet

$$
\phi(x,t)=\exp\{i[\alpha(x-q)^2+p(x-q)+\gamma]\},
$$

where $q(t)$ and $p(t)$ are real, $\alpha(t)$ and $\gamma(t)$ are complex, and $\operatorname{Im}\alpha>0$ so that the packet can be normalized. In the thawed Gaussian method, $V$ is replaced at each instant by its Taylor polynomial of second order about the moving centre $q(t)$.

(a) Find the equations of motion of $q,p,\alpha,\gamma$, and show that the norm is conserved.

(b) Solve the width and phase equations in terms of a linear differential equation.

(c) Show that the method is exact for $V=\tfrac12m\omega^2x^2$, and write down the solution.

(d) Describe the width of a packet that starts with a purely imaginary width parameter, $\operatorname{Re}\alpha(0)=0$, but not with the width of the ground state. Find its energy, and its phase after a full period.

(e) Evaluate the motion for $m=1$ u, $\hbar\omega=0.30$ eV, a centre starting at rest at $0.20$ Å, and an initial standard deviation of position of $0.05$ Å. These are round model parameters.

## Hints

1. Write $\phi=e^{iS}$ and $y=x-q(t)$. The variable $y$ depends on time at fixed $x$.
2. Both sides of the Schrödinger equation become polynomials in $y$. Match their coefficients, and remember which parameters are real.
3. The width equation is a Riccati equation. Try $\alpha=m\dot z/(2z)$ with $z(0)=1$.
4. For (c), ask what the Taylor polynomial leaves out.
5. For the phase, follow $\arg z$ continuously in time.

## Solution

### (a) Equations of motion

The local potential is

$$
V_{\rm loc}=V(q)+V'(q)\,y+\tfrac12V''(q)\,y^2 .
$$

From $\phi=e^{iS}$ we have $i\,\partial_t\phi=-(\partial_tS)\phi$ and $\phi''=[iS''-(S')^2]\phi$. Dividing the Schrödinger equation by $\phi$, which has no zeros, gives

$$
-\partial_tS=\frac{(S')^2}{2m}-\frac{iS''}{2m}+V_{\rm loc}.
$$

With $S=\alpha y^2+py+\gamma$ and $\partial_ty=-\dot q$, the derivatives are

$$
\partial_tS=\dot\alpha y^2+(\dot p-2\alpha\dot q)y+\dot\gamma-p\dot q,
$$

$$
(S')^2=4\alpha^2y^2+4\alpha p\,y+p^2,\qquad S''=2\alpha .
$$

The coefficients of $y^2$, $y$ and $1$ must agree separately:

$$
-\dot\alpha=\frac{2\alpha^2}{m}+\frac{V''(q)}2,
$$

$$
2\alpha\dot q-\dot p=\frac{2\alpha p}{m}+V'(q),
$$

$$
p\dot q-\dot\gamma=\frac{p^2}{2m}-\frac{i\alpha}{m}+V(q).
$$

Rearrange the second equation as $2\alpha(\dot q-p/m)=\dot p+V'(q)$. The right side is real, so the imaginary part is $2\operatorname{Im}\alpha\,(\dot q-p/m)=0$. Since $\operatorname{Im}\alpha>0$, this forces $\dot q=p/m$, and the rest of the equation is Newton's law. In the third equation $p\dot q=p^2/m$. The result is

$$
\dot q=\frac pm,\qquad \dot p=-V'(q),
$$

$$
\dot\alpha=-\frac{2\alpha^2}{m}-\frac{V''(q)}2,\qquad
\dot\gamma=\frac{p^2}{2m}-V(q)+\frac{i\alpha}{m}.
$$

The centre follows a classical trajectory. The width responds to the curvature of the potential along it.

For the norm, $|\phi|^2=\exp(-2\operatorname{Im}\alpha\,y^2-2\operatorname{Im}\gamma)$. This is a Gaussian of variance

$$
\sigma^2=\frac1{4\operatorname{Im}\alpha},
$$

and its integral is $N=\sqrt{\pi/(2\operatorname{Im}\alpha)}\,e^{-2\operatorname{Im}\gamma}$. The imaginary parts of the equations of motion are $\operatorname{Im}\dot\alpha=-4\operatorname{Re}\alpha\operatorname{Im}\alpha/m$ and $\operatorname{Im}\dot\gamma=\operatorname{Re}\alpha/m$. Hence

$$
\frac{\dot N}{N}=-\frac{\operatorname{Im}\dot\alpha}{2\operatorname{Im}\alpha}-2\operatorname{Im}\dot\gamma
=\frac{2\operatorname{Re}\alpha}{m}-\frac{2\operatorname{Re}\alpha}{m}=0 .
$$

With a subscript 0 for initial values, $N=1$ is obtained by choosing $\gamma_0=-\tfrac i4\ln(2\operatorname{Im}\alpha_0/\pi)$. This $\gamma_0$ is purely imaginary, so the initial phase at the centre is zero.

### (b) Linear form of the width and phase

Insert $\alpha=m\dot z/(2z)$ into the width equation:

$$
\frac{m\ddot z}{2z}-\frac{m\dot z^2}{2z^2}=-\frac{m\dot z^2}{2z^2}-\frac{V''(q)}2 .
$$

The quadratic terms cancel, which leaves

$$
m\ddot z=-V''(q)\,z,\qquad z(0)=1,\quad \dot z(0)=\frac{2\alpha_0}{m}.
$$

The substitution requires $z\ne0$. To check this, consider $W=\operatorname{Im}(z^*\dot z)$. Its derivative is $\operatorname{Im}(|\dot z|^2-V''|z|^2/m)=0$, so $W$ keeps its initial value $2\operatorname{Im}\alpha_0/m>0$. It would be zero if $z$ vanished, so $z$ never vanishes.

Writing $\dot z/z=z^*\dot z/|z|^2$ and taking imaginary and real parts gives

$$
\operatorname{Im}\alpha=\frac{mW}{2|z|^2}=\frac{\operatorname{Im}\alpha_0}{|z|^2},\qquad
\sigma=\sigma_0|z|,\qquad
\operatorname{Re}\alpha=\frac m2\frac{d\ln|z|}{dt}=\frac{m\dot\sigma}{2\sigma}.
$$

Thus $\operatorname{Re}\alpha$ is positive while the packet widens and negative while it narrows.

In the phase equation $i\alpha/m=\tfrac i2\dot z/z$, which integrates to a logarithm:

$$
\gamma=\gamma_0+\int_0^tL\,dt'+\frac i2\ln z,\qquad L=\frac{p^2}{2m}-V(q).
$$

The logarithm must be continuous in time, starting from $\ln z(0)=0$. Its contribution to $\operatorname{Re}\gamma$ is $-\tfrac12\arg z$.

### (c) Exactness in the harmonic well

For $V=\tfrac12m\omega^2x^2$, put $x=q+y$:

$$
V=\tfrac12m\omega^2q^2+m\omega^2q\,y+\tfrac12m\omega^2y^2=V_{\rm loc}.
$$

Nothing has been left out, so $\phi$ satisfies the full Schrödinger equation. Any other solution with the same initial state differs from $\phi$ by a solution that starts at zero. Its norm is conserved, so it stays zero. Hence $\phi$ is the exact evolution for every initial Gaussian of the given form.

Now $V''=m\omega^2$ is constant, and the solution is

$$
q=q_0\cos\omega t+\frac{p_0}{m\omega}\sin\omega t,\qquad
p=p_0\cos\omega t-m\omega q_0\sin\omega t,
$$

$$
z=\cos\omega t+\frac{2\alpha_0}{m\omega}\sin\omega t .
$$

For the action, $d(pq)/dt=\dot pq+p\dot q=-m\omega^2q^2+p^2/m=2L$, so

$$
\int_0^tL\,dt'=\tfrac12(pq-p_0q_0).
$$

### (d) Breathing, energy and sign

A constant width parameter requires $\dot\alpha=0$, that is $\alpha^2=-m^2\omega^2/4$. The root with positive imaginary part is $\alpha=im\omega/2$. It belongs to the ground state, whose variance is $\sigma_g^2=1/(2m\omega)$.

For $\operatorname{Re}\alpha_0=0$ we have $\alpha_0=i/(4\sigma_0^2)$, and therefore $2\alpha_0/(m\omega)=i\sigma_g^2/\sigma_0^2$. Then $\sigma^2=\sigma_0^2|z|^2$ becomes

$$
\sigma^2=\sigma_0^2\cos^2\omega t+\frac{\sigma_g^4}{\sigma_0^2}\sin^2\omega t .
$$

Since $\cos^2$ and $\sin^2$ contain only a constant and $\cos2\omega t$, the variance oscillates at $2\omega$. The width repeats every half period $T/2=\pi/\omega$, between $\sigma_0$ and $\sigma_g^2/\sigma_0$. Neither $q_0$ nor $p_0$ appears, so the breathing is the same whether the centre moves or rests.

The momentum spread follows from $-i\phi'=(p+2\alpha y)\phi$. Because $\langle y\rangle=0$, the mean momentum is $p$, and

$$
\sigma_p^2=4|\alpha|^2\sigma^2,\qquad
\sigma\sigma_p=2|\alpha|\sigma^2=\frac{|\alpha|}{2\operatorname{Im}\alpha}=\frac12\sqrt{1+\left(\frac{\operatorname{Re}\alpha}{\operatorname{Im}\alpha}\right)^2}.
$$

The product has its minimum $\tfrac12$ when $\operatorname{Re}\alpha=0$, which happens where $\dot\sigma=0$.

The mean energy is the classical energy of the centre plus $\sigma_p^2/(2m)+\tfrac12m\omega^2\sigma^2$. The total and the classical part are each conserved, so the width part is too. At $t=0$, $\sigma_p^2=1/(4\sigma_0^2)$, and with $1/(2m)=\omega\sigma_g^2$ and $m\omega=1/(2\sigma_g^2)$,

$$
E_{\rm width}=\frac{1}{8m\sigma_0^2}+\frac{m\omega^2\sigma_0^2}{2}
=\frac\omega4\left(\frac{\sigma_g^2}{\sigma_0^2}+\frac{\sigma_0^2}{\sigma_g^2}\right).
$$

A number plus its inverse is at least 2, so this energy is at least the zero-point energy $\omega/2$, with equality at $\sigma_0=\sigma_g$.

For the phase, $\operatorname{Im}z=(2\operatorname{Im}\alpha_0/m\omega)\sin\omega t$ is positive during the first half period and negative during the second. Meanwhile $z$ goes from $1$ to $-1$ and back to $1$. It therefore circles the origin once, and $\arg z$ grows by $2\pi$. After a full period $q,p,\alpha$ and $|z|$ have returned and the action is zero, but $\operatorname{Re}\gamma$ has changed by $-\pi$:

$$
\phi(x,T)=-\phi(x,0).
$$

The term $\tfrac i2\ln z$ in $\gamma$ puts the factor $e^{-\frac12\ln z}=z^{-1/2}$ into $\phi$, and inserting the principal square root of $z(T)=1$ would miss this sign. The same argument holds for any $\alpha_0$ with $\operatorname{Im}\alpha_0>0$, so every Gaussian in this well acquires the same factor $-1$, and in a superposition of such packets the sign is only an overall phase. It appears in the overlap with the initial state, $\langle\phi(0)|\phi(T)\rangle=-1$. This value refers to an energy zero at the bottom of the well. A constant $V_0$ added to $V$ multiplies it by $e^{-iV_0T}$, and $V_0=-\omega/2$ turns it into $+1$. The sign is thus the phase $e^{-i\omega T/2}$ of the zero-point energy.

### (e) Numbers

With $\hbar$ restored, $\sigma_g^2=(\hbar^2/m)/(2\hbar\omega)$. Since $\hbar^2/m=0.004180$ eV Å$^2$,

$$
\sigma_g^2=\frac{0.004180}{0.60}=0.006967\ \text{Å}^2,\qquad \sigma_g=0.0835\ \text{Å}.
$$

The packet starts narrower than the ground state, so it first widens. Its largest width is $0.006967/0.05=0.139$ Å (0.263 bohr), reached after a quarter of the period $T=13.79$ fs.

At $t=T/8$, $\cos\omega t=\sin\omega t=0.7071$. With $\sigma_g^2/\sigma_0^2=2.787$,

$$
z=0.7071+2.787(0.7071)i=0.707+1.971i,\qquad |z|^2=4.38 .
$$

This gives $\sigma=0.05\sqrt{4.38}=0.105$ Å. The width parameter started at $\alpha_0=100i$ Å$^{-2}$, so now $\operatorname{Im}\alpha=100/4.38=22.8$ Å$^{-2}$. For the real part, $|z|^2=\cos^2\omega t+2.787^2\sin^2\omega t$ has the derivative $\omega(2.787^2-1)\sin2\omega t$, and $\sin2\omega t=1$ here. With $m\omega/\hbar=1/(2\sigma_g^2)=71.8$ Å$^{-2}$,

$$
\operatorname{Re}\alpha=\frac{m}{4\hbar|z|^2}\frac{d|z|^2}{dt}
=\frac{71.8}{4}\,\frac{6.77}{4.38}=27.7\ \text{Å}^{-2}.
$$

The uncertainty product is $\tfrac12\sqrt{1+(27.7/22.8)^2}=0.79$ in units of $\hbar$.

The phase at the centre has two parts. The action is $-\tfrac12(71.8)(0.20)^2(0.7071)^2=-0.718$ rad, and $-\tfrac12\arg z=-0.613$ rad, together $-1.331$ rad. Over the period:

| $t/T$ | $q$ (Å) | $\sigma$ (Å) | $\operatorname{Re}\gamma$ (rad) |
|---|---|---|---|
| 0 | 0.200 | 0.050 | 0.000 |
| 1/8 | 0.141 | 0.105 | −1.331 |
| 1/4 | 0.000 | 0.139 | −0.785 |
| 1/2 | −0.200 | 0.050 | −1.571 |
| 1 | 0.200 | 0.050 | −3.142 |

The force constant is $m\omega^2=21.53$ eV/Å$^2$, so the centre carries $\tfrac12(21.53)(0.20)^2=0.431$ eV. The width carries $0.075(2.787+0.359)=0.236$ eV, compared with a zero-point energy of $0.150$ eV. The total is $0.667$ eV.

The numerical check propagates the same initial state by diagonalizing the Hamiltonian on a grid. At the sampled times of one period, the largest norm of the difference from the thawed Gaussian is about $2\times10^{-11}$, relative to a state of norm one. The comparison includes the phase. The figure refers to the numerically integrated equations of motion. It measures the numerical error of the chosen tolerance and grid, not an error of the method.

## Variation 1: no squeezing

*Let $\sigma_0=\sigma_g$ and keep the centre in motion. What remains of the width dynamics?*

Now $2\alpha_0/(m\omega)=i$, so $z=\cos\omega t+i\sin\omega t=e^{i\omega t}$. Its modulus is 1 and the width is constant. The logarithm gives $\tfrac i2\ln z=-\tfrac12\omega t$, so

$$
\gamma=\gamma_0+\tfrac12(pq-p_0q_0)-\tfrac12\omega t .
$$

The width dynamics has been reduced to the phase of the zero-point energy $\omega/2$. This is the coherent state. Its phase also changes by $-\pi$ in a period.

## Variation 2: a slightly anharmonic well

*Let $V=\tfrac12m\omega^2x^2(1+x^2/b^2)$. Is the method still exact? Bound its error.*

Let $R=V-V_{\rm loc}$. With $c=m\omega^2/(2b^2)$, expanding $c(q+y)^4$ and dropping the terms up to $y^2$ leaves

$$
R=c\,(4q\,y^3+y^4).
$$

The packet obeys $i\dot\phi=(H-R)\phi$, where $H$ is the full Hamiltonian. Since $R\phi$ is not zero, the method is no longer exact. Let $\psi$ be the true solution with the same initial state and $\chi=\psi-\phi$. Subtracting the two equations gives $i\dot\chi=H\chi+R\phi$, and therefore

$$
i\frac{d}{dt}\left(e^{iHt}\chi\right)=e^{iHt}R\phi .
$$

Integrate from $\chi(0)=0$ and take norms. The operator $e^{iHt}$ preserves norms, and the norm of an integral is at most the integral of the norm:

$$
\|\psi(t)-\phi(t)\|\le\int_0^t\|R\,\phi(t')\|\,dt' .
$$

For the initial packet of part (e) and $b=2$ Å, the quartic term at the starting point is $(0.20/2)^2=1\%$ of the harmonic one, while the curvature $V''=m\omega^2(1+6x^2/b^2)$, which drives the width, is changed by $6\%$. After one harmonic period $T$, the grid calculation gives an error norm of $0.078$, relative to a state of norm one. The bound is $0.133$. Even this weak anharmonicity produces an error far above the numerical error found in the harmonic well.

## Values computed for the example and the checks

```
INPUT
mass: 1.00 u
hbar omega: 0.30 eV
initial centre: 0.20 angstrom
initial width sigma_0: 0.05 angstrom
DERIVED QUANTITIES
hbar^2/m: 0.004180 eV angstrom^2
force constant m omega^2: 21.530 eV/angstrom^2
period T: 13.786 fs
ground-state width sigma_g: 0.08347 angstrom
sigma_g^2/sigma_0^2: 2.7868 
largest width, formula: 0.13934 angstrom
largest width, exact grid: 0.13934 angstrom
largest width, converted: 0.2633 bohr
energy of centre: 0.4306 eV
energy of width: 0.2359 eV
total energy, exact grid: 0.6665 eV
zero-point energy: 0.1500 eV
AT T/8
Re z: 0.7071 
Im z: 1.9705 
Im alpha at t=0: 100.000 1/angstrom^2
Re alpha: 27.697 1/angstrom^2
Im alpha: 22.815 1/angstrom^2
sigma sigma_p, exact grid: 0.7864 hbar
ONE PERIOD (centre and widths in angstrom, phases in rad)
t/T  t(fs)  centre  width  grid width  action  -arg(z)/2  Re gamma
0.000  0.0000  0.2000  0.0500  0.0500  0.0000  0.0000  0.0000
0.125  1.7232  0.1414  0.1047  0.1047  -0.7177  -0.6131  -1.3308
0.250  3.4464  0.0000  0.1393  0.1393  0.0000  -0.7854  -0.7854
0.375  5.1696  -0.1414  0.1047  0.1047  0.7177  -0.9577  -0.2400
0.500  6.8928  -0.2000  0.0500  0.0500  0.0000  -1.5708  -1.5708
0.750  10.3392  0.0000  0.1393  0.1393  0.0000  -2.3562  -2.3562
1.000  13.7856  0.2000  0.0500  0.0500  0.0000  -3.1416  -3.1416
TESTS AGAINST EXACT PROPAGATION
largest error norm over one period, squeezed: 2.0e-11
largest error norm over one period, chirped: 1.9e-11
largest error norm over one period, unsqueezed: 2.1e-11
Re <psi(0)|psi(T)>, exact grid: -1.000000 
quartic length b: 2.00 angstrom
quartic well: error norm at t = T: 0.0778 
quartic well: bound on error norm: 0.1333
```
